# Semi-grand potential: differential, integration paths and first-order lines

## Result

A binary alloy of A and B atoms occupies $N$ fixed lattice sites. A configuration $\sigma$ has energy $E(\sigma)$ and contains $N_B(\sigma)$ atoms of B. Let $\beta=1/(k_BT)$ and let $\mu=\mu_B-\mu_A$ be the energy gained from the reservoirs when one A is replaced by B. The semi-grand potential per site is

$$\phi=-\frac{1}{\beta N}\ln Z,\qquad Z=\sum_\sigma e^{-\beta[E(\sigma)-\mu N_B(\sigma)]}. \tag{1}$$

Write $e=\langle E\rangle/N$, $x=\langle N_B\rangle/N$ and $g=e-\mu x$.

**Theorem.** Let $N$ be finite and let $E(\sigma)$ be independent of $\beta$ and $\mu$.

(a) The total differential is
$$d(\beta\phi)=(e-\mu x)\,d\beta-\beta x\,d\mu. \tag{2}$$

(b) At constant temperature, and at constant chemical potential, respectively,
$$\phi(\mu_1)=\phi(\mu_0)-\int_{\mu_0}^{\mu_1}x\,d\mu, \tag{3}$$
$$\beta_1\phi(\beta_1)=\beta_0\phi(\beta_0)+\int_{\beta_0}^{\beta_1}(e-\mu x)\,d\beta. \tag{4}$$

(c) Suppose that $\phi$ has a large-$N$ limit and that $|E|/N$ is bounded. Then (3) and (4) remain true across a first-order line if the integrand is the equilibrium average. If instead the sampled system stays in phase $\alpha$ beyond the coexistence value $\mu^*$ and changes to phase $\gamma$ at $\mu_d$, (3) gives a potential that is wrong by
$$\delta=\phi_\alpha(\mu_d)-\phi_\gamma(\mu_d)=\int_{\mu^*}^{\mu_d}(x_\gamma-x_\alpha)\,d\mu. \tag{5}$$

The rule that paths must not cross first-order lines is therefore a rule about sampling. The differential itself does not forbid the crossing; what fails is the assumption that a finite run delivers equilibrium averages there.

## The differential and its paths

**Proof of (a).** From (1), $\beta\phi=-N^{-1}\ln Z$. Its derivative with respect to $\beta$ at fixed $\mu$ is

$$\frac{\partial(\beta\phi)}{\partial\beta}=-\frac{1}{NZ}\sum_\sigma\bigl[-(E-\mu N_B)\bigr]e^{-\beta(E-\mu N_B)}=\frac{\langle E\rangle-\mu\langle N_B\rangle}{N}=e-\mu x.$$

At fixed $\beta$, the exponent has $\mu$-derivative $+\beta N_B$, so

$$\frac{\partial(\beta\phi)}{\partial\mu}=-\frac{1}{NZ}\sum_\sigma\beta N_B\,e^{-\beta(E-\mu N_B)}=-\beta x.$$

The two partial derivatives give (2). $\square$

**Proof of (b).** For finite $N$, $Z$ is a finite sum of positive smooth terms, so $\beta\phi$ is a smooth single-valued function. Its change between two points is the integral of (2) along any smooth path. With $d\beta=0$, division by the constant $\beta$ gives (3). With $d\mu=0$, (4) follows. $\square$

**Remark 1: equivalent forms.** Since $d(\beta\mu)=\mu\,d\beta+\beta\,d\mu$, (2) is also

$$d(\beta\phi)=e\,d\beta-x\,d(\beta\mu). \tag{6}$$

Thus a temperature path at constant $\beta\mu$ needs $e$, while one at constant $\mu$ needs $e-\mu x$. In terms of temperature, $d\beta=-dT/(k_BT^2)$; multiplying (2) by $k_B$ gives

$$d\!\left(\frac{\phi}{T}\right)=-\frac{e-\mu x}{T^2}\,dT-\frac{x}{T}\,d\mu.$$

The differential of $\phi$ itself follows from $\beta\,d\phi=d(\beta\phi)-\phi\,d\beta$:

$$d\phi=(g-\phi)\frac{d\beta}{\beta}-x\,d\mu=-\frac{g-\phi}{T}\,dT-x\,d\mu.$$

The coefficient of $-dT$ is the entropy per site, $s=(g-\phi)/T$. It contains the unknown $\phi$, whereas the integrand of (4) consists of directly sampled averages. This is the reason for integrating $\beta\phi$.

**Remark 2: temperature-dependent energies.** If $E$ already contains a vibrational free energy, it depends on $T$. The $\beta$-derivative of the exponent then involves $\partial(\beta E)/\partial\beta$, and $e$ in the $d\beta$ term of (2) must be replaced by $\langle\partial(\beta E)/\partial\beta\rangle/N$. The $d\mu$ term is unchanged.

**Lemma 1 (fluctuations and concavity).** Let $\hat x=N_B/N$ and $\hat g=(E-\mu N_B)/N$ be the values in one configuration. Then

$$\left(\frac{\partial x}{\partial\mu}\right)_\beta=\beta N\,\mathrm{var}(\hat x)\ge0,\qquad \left(\frac{\partial g}{\partial\beta}\right)_\mu=-N\,\mathrm{var}(\hat g)\le0. \tag{7}$$

*Proof.* Differentiating both numerator and denominator of $x=\sum_\sigma \hat x\,e^{-\beta N\hat g}/Z$ with respect to $\mu$ brings down a factor $\beta N\hat x$ in each. The result is $\beta N(\langle\hat x^2\rangle-\langle\hat x\rangle^2)$. Differentiating $g=\langle\hat g\rangle$ with respect to $\beta$ brings down $-N\hat g$ in the same way, giving $-N(\langle\hat g^2\rangle-\langle\hat g\rangle^2)$. $\square$

The first derivative of $\phi$ in $\mu$ is $-x$, which does not increase with $\mu$, so $\phi$ is concave in $\mu$. Likewise $\beta\phi$ is concave in $\beta$ at fixed $\mu$.

## Where a path can start

Equations (3) and (4) give differences. A reference value comes from a limit in which $Z$ is known.

**Lemma 2 (references).** For a finite cell:

1. At fixed $\mu$, $\beta\phi\to-\ln2$ as $\beta\to0$.
2. If the minimum $g_0$ of $\hat g$ belongs to one configuration, then at fixed $\mu$
$$\phi(\beta)=g_0-\frac1\beta\int_\beta^\infty[g(\beta')-g_0]\,d\beta'. \tag{8}$$
3. If pure A and a single B atom in A both have energy zero, then for sufficiently negative $\mu$, $\phi\simeq-k_BT\,e^{\beta\mu}$.

*Proof.* At $\beta=0$ all $2^N$ configurations have weight one, so $-N^{-1}\ln Z=-\ln2$.

For the second statement, apply (4) between $\beta$ and a large $\beta_2$:

$$\beta\phi(\beta)=\beta_2\phi(\beta_2)-\int_\beta^{\beta_2}g\,d\beta'.$$

At large $\beta_2$ the lowest configuration dominates $Z$, and $\beta_2\phi(\beta_2)=\beta_2g_0$ up to a term that vanishes exponentially. Writing $g=g_0+(g-g_0)$ in the integral gives

$$\beta\phi(\beta)=\beta_2g_0-(\beta_2-\beta)g_0-\int_\beta^{\beta_2}(g-g_0)\,d\beta'.$$

The terms $\beta_2g_0$ cancel. Letting $\beta_2\to\infty$ and dividing by $\beta$ gives (8).

For the third, the configurations with no B and one B give $Z\simeq1+Ne^{\beta\mu}$. When $Ne^{\beta\mu}\ll1$ and configurations with more B are negligible, $\ln Z\simeq Ne^{\beta\mu}$, and (1) gives the stated result. $\square$

If $W$ configurations share the minimum, $\ln Z$ gains $\ln W$ at low temperature, so $-(k_BT/N)\ln W$ must be added to the right side of (8).

**Example: a complete enumeration.** Consider a periodic $4\times4$ square cell with $-30$ meV for each nearest-neighbour BB pair and $+20$ meV for each BBB triplet made of a site and its neighbours in the two positive lattice directions. At $T=600$ K and $\mu=-60$ meV, $k_BT=51.704$ meV. The direct sum gives $e=-9.3553$ meV and $x=0.396828$, hence

$$g=-9.3553+60(0.396828)=14.454\ \text{meV}.$$

A finite difference of $-N^{-1}\ln Z$ in $\beta$ also gives 14.454 meV. The routes from infinite temperature, from the ground state and from dilute B at $\mu=-600$ meV all reproduce the direct value $\phi=-19.7123$ meV. The entropy follows as $s/k_B=(14.454+19.712)/51.704=0.661$, below the infinite-temperature value $\ln2=0.693$.

## Equilibrium averages across a first-order line

A finite cell has no sharp transition. In the large-$N$ limit a first-order line is a place where $\phi$ is continuous but at least one of its slopes jumps.

**Lemma 3.** Under the assumptions of (c), equations (3) and (4) hold in the large-$N$ limit with equilibrium averages, whether or not the path crosses such a line.

*Proof.* Label finite-cell quantities by $N$. Concavity in $\mu$ places the slope $-x_N(\mu)$ between two chord slopes: for $h>0$,

$$\frac{\phi_N(\mu+h)-\phi_N(\mu)}h\le-x_N(\mu)\le\frac{\phi_N(\mu)-\phi_N(\mu-h)}h.$$

First let $N\to\infty$. The limiting $\phi$ is again concave, hence continuous, and differentiable except at countably many $\mu$. Where it is differentiable, letting $h\to0$ makes both chords tend to the same slope, so $x_N\to x=-\partial\phi/\partial\mu$. Since $0\le x_N\le1$, the bounded convergence theorem allows the limit to be taken inside the integral in (3). The excluded points have zero length and do not contribute.

For (4), use the same argument for $\beta\phi$ as a function of $\beta$. Its slope $g_N$ is bounded because $|E|/N$ is bounded and $\mu$ is fixed. $\square$

The jump in $x$ thus does no harm by itself: integrating a step function gives a continuous function with a kink.

## Metastable averages and their error

To describe a run confined to one phase, restrict the sum in (1) to a fixed set $R_\alpha$ of configurations characteristic of phase $\alpha$:

$$\phi_\alpha=-\frac1{\beta N}\ln\sum_{\sigma\in R_\alpha}e^{-\beta(E-\mu N_B)}.$$

The proof of (a) used no property of the full set of configurations. Hence

$$d(\beta\phi_\alpha)=(e_\alpha-\mu x_\alpha)\,d\beta-\beta x_\alpha\,d\mu, \tag{9}$$

with averages taken in $R_\alpha$. A simulation approximates these averages if it equilibrates within the phase but does not leave it. The description is useful as long as configurations at the edge of $R_\alpha$ carry negligible weight, so that its precise boundary does not matter. With short-range interactions a critical nucleus of the stable phase has a finite cost beyond coexistence, so there the metastable branch is defined only for a limited cell size and run time.

**Proof of (5).** Let $\gamma$ be the B-richer phase, so $x_\gamma>x_\alpha$. At large $N$ the two phases coexist where $\phi_\alpha=\phi_\gamma$. Start an upward run at $\mu_0<\mu^*$ with the correct $\phi_\alpha(\mu_0)$. If it changes phase at $\mu_d>\mu^*$, the value assigned to a later point $\mu_1$ is

$$\phi_{\rm run}(\mu_1)=\phi_\alpha(\mu_0)-\int_{\mu_0}^{\mu_d}x_\alpha\,d\mu-\int_{\mu_d}^{\mu_1}x_\gamma\,d\mu.$$

The equilibrium value has the division at $\mu^*$ instead:

$$\phi(\mu_1)=\phi_\alpha(\mu_0)-\int_{\mu_0}^{\mu^*}x_\alpha\,d\mu-\int_{\mu^*}^{\mu_1}x_\gamma\,d\mu.$$

Subtraction leaves the interval between $\mu^*$ and $\mu_d$:

$$\phi_{\rm run}(\mu_1)-\phi(\mu_1)=\int_{\mu^*}^{\mu_d}(x_\gamma-x_\alpha)\,d\mu>0.$$

Integrating (9) for each phase from their common value at $\mu^*$ shows that this equals $\phi_\alpha(\mu_d)-\phi_\gamma(\mu_d)$. $\square$

The error is a constant offset for the whole $\gamma$ curve after the change. It does not fade as the path continues, and refining the quadrature grid does not remove it as long as $\mu_d$ is unchanged.

**Corollary 1 (false coexistence).** The $\gamma$ curve obtained from such a run meets $\phi_\alpha$ at $\mu_d$, whatever $\mu^*$ may be. The run joined the two pieces continuously at that point. Their intersection therefore records where the sample changed phase and does not locate coexistence; at most it bounds $\mu^*$ from above.

**Remark 3: reverse runs.** A downward run stays in $\gamma$ to some $\mu_d'<\mu^*$. Its estimate of the difference $D=\phi(\mu_1)-\phi(\mu_0)=-\int_{\mu_0}^{\mu_1}x\,d\mu$ is too low, because $x$ is too large between $\mu_d'$ and $\mu^*$. The error in $D$ is again $\phi_\alpha(\mu_d')-\phi_\gamma(\mu_d')$, now negative. Upward and downward estimates bracket the true difference in this situation.

**Remark 4: temperature paths.** Let a path at constant $\mu$ cross the line at $\beta^*$ and remain in the old phase until $\beta_1$. Subtracting (4) for the old and new phases gives

$$\beta_1(\phi_{\rm old}-\phi_{\rm new})=\int_{\beta^*}^{\beta_1}(g_{\rm old}-g_{\rm new})\,d\beta. \tag{10}$$

Changing the integration variable from $\mu$ to $T$ therefore does not cure the problem.

## Safe paths and the coexistence line

The remedy is to integrate each phase from a reference belonging to that phase, stay on its branch, and locate the point where the two potentials are equal. Modest continuation beyond coexistence is permissible while the phase remains metastable, provided the result is labelled $\phi_\alpha$ or $\phi_\gamma$ and not taken for the equilibrium $\phi$.

**Corollary 2 (slope of the line).** With $\Delta e=e_\gamma-e_\alpha$ and $\Delta x=x_\gamma-x_\alpha\ne0$,

$$\frac{d\mu^*}{dT}=\frac1T\left(\mu^*-\frac{\Delta e}{\Delta x}\right). \tag{11}$$

*Proof.* Along coexistence $\beta\phi_\alpha=\beta\phi_\gamma$, so their differentials are equal. Subtracting (9) for the two phases gives

$$(\Delta e-\mu^*\Delta x)\,d\beta=\beta\,\Delta x\,d\mu^*.$$

Insert $d\beta=-\beta\,dT/T$, cancel $\beta$, and divide by $\Delta x\,dT$. $\square$

If the line ends at a critical point, a second remedy is to connect the phases by a path round that end. Such a path meets no jump. This option is absent if the line has no accessible end; separate references are then needed, unless equilibrium averages can be sampled across the line itself.

## A model in which both branches are known

Take an infinite-range alloy whose energy depends on composition alone:

$$e(x)=x(1-x)[a+b(2x-1)],\quad a=120\ \text{meV},\quad b=20\ \text{meV}. \tag{12}$$

There are $\binom{N}{Nx}$ configurations at composition $x$. Stirling's formula gives $N^{-1}\ln\binom{N}{Nx}\to-x\ln x-(1-x)\ln(1-x)$. At large $N$ the phases are therefore local minima with respect to $x$ of

$$e(x)+k_BT[x\ln x+(1-x)\ln(1-x)]-\mu x.$$

Setting the derivative to zero gives

$$\mu=(1-2x)[a+b(2x-1)]+2bx(1-x)+k_BT\ln\frac{x}{1-x}. \tag{13}$$

A minimum also requires the right side to increase with $x$:

$$\frac{k_BT}{x(1-x)}-2a+6b(1-2x)>0. \tag{14}$$

Below the critical temperature, 735.5 K here, (14) fails in an interval of $x$. The two outer intervals supply the B-poor phase $\alpha$ and the B-rich phase $\gamma$.

**Coexistence at 500 K.** Integrating $x$ from nearly pure A for $\alpha$, and from nearly pure B for $\gamma$, gives a crossing at $\mu^*=3.378$ meV. Equal weights of the two phases in an explicit sum with $N=20000$ give the same value to this precision. The compositions are $x_\alpha=0.1437$ and $x_\gamma=0.9478$, and the energies are 13.014 and 6.823 meV. Thus $\Delta x=0.8041$, $\Delta e=-6.191$ meV, and (11) gives

$$\frac{d\mu^*}{dT}=\frac{3.378+6.191/0.8041}{500}=0.0222\ \text{meV/K}.$$

A finite difference of separately computed coexistence points agrees.

**Continuation past the line.** Five meV above $\mu^*$, $\phi_\alpha=-5.999$ meV while the equilibrium value from the explicit sum with $N=20000$ is $-9.970$ meV. The excess, 3.97 meV, is close to $5\Delta x=4.02$ meV, the estimate from (5) with constant compositions. For a temperature path, heat $\gamma$ from 400 to 600 K at $\mu=3.378$ meV. It ends at $-7.671$ meV, above the equilibrium value of $-9.322$ meV (again from the $N=20000$ sum) by 1.65 meV, as (10) allows.

**Driven runs.** A master equation for random changes of species at single sites, accepted with Metropolis probabilities, was solved for $N=400$. Another acceptance rule shifts the run errors below by a few tenths of a meV. The chemical potential moved between $-40$ and $+40$ meV in steps of 0.25 meV, with an average of 40 sweeps at each step, and the mean composition was recorded at the end of each step. The differences $D=\phi(40)-\phi(-40)$ at 500 K are listed below. The equilibrium row integrates exact $N=400$ averages on a finer grid of 0.05 meV, and errors are measured from the explicit partition sum.

| Averages used | $D$ (meV) | Error (meV) |
|---|---:|---:|
| Equilibrium | $-38.97$ | none at this precision |
| Upward run | $-30.32$ | $+8.65$ |
| Downward run | $-50.60$ | $-11.63$ |

The mean composition passes 0.5 at $\mu=14.42$ meV on the way up and $-11.06$ meV on the way down. The branch separations at these points predict errors of $+8.56$ and $-11.74$ meV, within about 1% of the observed errors. The $\gamma$ curve from the upward run, offset by 8.65 meV, meets $\phi_\alpha$ where the branch separation reaches that value, slightly above 14.42 meV. Reading coexistence from it would give about 14.5 meV instead of 3.4 meV.

The same protocol at 1000 K, above the critical temperature, produces errors of magnitude about $10^{-5}$ meV, which is the trapezoid error of the $\mu$ grid. Averaging over the whole of each step, relaxation included, would raise this to about $6\times10^{-3}$ meV, still negligible. The large errors at 500 K cannot be quadrature errors of the $\mu$ grid. By (7) the equilibrium $x$ is monotonic in $\mu$, so on each interval the trapezoid rule errs by at most half the step times the rise of $x$. The rises sum to at most 1, so the total quadrature error is at most $0.25/2=0.125$ meV. Equilibrium averages on the 0.25 meV grid would therefore give $D$ to within 0.125 meV, and the errors of $+8.65$ and $-11.63$ meV come from run averages that depart from equilibrium because the run retains the wrong phase. For this finite ergodic system, sufficiently long waiting at each $\mu$ would restore equilibrium; the prescribed 40 sweeps do not. The size of these errors belongs to the model. With infinite-range interactions the barrier between the phases grows in proportion to $N$, so the changes of phase move toward the ends of the branches as $N$ grows: the same protocol gives about $+4.8$ and $-6.0$ meV for $N=100$, and about $+9.9$ and $-13.5$ meV for $N=1600$. In an alloy with short-range interactions the delay is set by nucleation instead, and these magnitudes do not carry over.

**Going round the critical point.** Start in $\alpha$ at 500 K and $\mu=-40$ meV, heat to 1000 K, raise $\mu$ to $+40$ meV, and cool to 500 K. The potentials at the four corners are

$$-1.737,\quad-17.938,\quad-54.108,\quad-40.703\ \text{meV}.$$

The explicit sum at the final point also gives $-40.703$ meV. The path reaches $\gamma$ without entering a metastable state, and the offset (5) never appears. The numerical check carries out these numerical checks.

## Computed results

```
ENUMERATED 4x4 ALLOY (energies per site unless noted)
pair, triplet energy: -30, 20 meV per cluster
T = 600 K, mu = -60 meV, kT = 51.7040 meV
e = -9.35533 meV, x = 0.396828, e-mu*x = 14.45434 meV
d(beta phi)/d(beta), finite difference: 14.45434 meV
-d(beta phi)/d(mu)/beta, finite difference: 0.396828
dx/dmu, finite difference: 0.0065100 per meV
beta*N*var(x): 0.0065100 per meV
ground-state gap, whole cell: 60.0 meV
phi direct sum: -19.712319 meV
phi from infinite temperature: -19.712319 meV
phi from ground state: -19.712319 meV
phi from dilute alloy at mu = -600 meV: -19.712319 meV
INFINITE-RANGE ALLOY (energies per site)
a = 120 meV, b = 20 meV, critical T = 735.5 K
T = 500 K, kT = 43.0867 meV
mu* from crossing of integrated branches: 3.3778 meV
mu* from equal weights, N = 20000: 3.3779 meV
phi at mu*: -5.2086 meV
x of the two phases: 0.14372, 0.94780
e of the two phases: 13.0143, 6.8228 meV
dmu*/dT formula: 0.022156 meV/K
dmu*/dT finite difference: 0.022156 meV/K
B-poor phase ends at mu = 16.836 meV
B-rich phase ends at mu = -14.025 meV
B-poor phase at mu*+5 meV: phi = -5.9985 meV
equilibrium phi there: -9.9699 meV
B-rich phase heated 400 to 600 K at mu*: -7.6709 meV
equilibrium phi there: -9.3217 meV
DETOUR, mu = -40 to +40 meV via 1000 K
phi at corners: -1.7366, -17.9378, -54.1075, -40.7027 meV
phi at end, explicit sum: -40.7029 meV
RAMPS, N = 400, step 0.25 meV, 40 sweeps per step
500 K exact phi(+40)-phi(-40): -38.9674 meV
500 K equilibrium averages across line: -38.9674 meV
500 K upward, downward ramp: -30.3164, -50.5957 meV
errors: 8.6510, -11.6284 meV
flip points in mu: 14.422, -11.059 meV
errors predicted at flips: 8.5584, -11.7407 meV
1000 K exact difference: -36.2304 meV
1000 K ramp errors: -0.00001, -0.00001 meV
```
